# Debugging a numerical check: Barrier exponents two and three-halves for a uniaxial single-domain particle

```python
# Result under test: energy barrier of a coherently rotating uniaxial particle.
#   axial reversed field:  barrier/E0 = (1 - h)^2
#   oblique field:         barrier/E0 = C eps^(3/2) (1 + a eps + ...)
# E0 = K V, h = H/H_K, H_K = 2K/(mu0 Ms), eps = 1 - H/H_sw.
# theta: magnetization angle from the initial easy direction.
# psi: angle between the field and the opposite easy direction.
# theta_c: magnetization angle at which the well disappears.
# C = (4/3) sqrt(2/3) sin(2 theta_c), a = (4/9) cot(2 theta_c)^2 - 1/12.
import numpy as np
import sympy as sp
from scipy.constants import k as k_boltzmann
from scipy.ndimage import label
from scipy.optimize import brentq


def energy(theta, h, psi):
    return np.sin(theta)**2 + 2*h*np.cos(theta + psi)


def slope(theta, h, psi):
    return np.sin(2*theta) - 2*h*np.sin(theta + psi)


def curvature(theta, h, psi):
    return 2*np.cos(2*theta) - 2*h*np.cos(theta + psi)


def root(function, low, high, *args):
    return brentq(function, low, high, args=args, xtol=1e-15, rtol=1e-15)


def inflection(h, psi):
    return root(curvature, 0.0, np.pi/2, h, psi)


def stationary_points(h, psi):
    middle = inflection(h, psi)
    well = root(slope, 0.0, middle, h, psi)
    saddle = root(slope, middle, np.pi/2, h, psi)
    return well, saddle


def barrier(h, psi):
    well, saddle = stationary_points(h, psi)
    return energy(saddle, h, psi) - energy(well, h, psi)


def numerical_switching_field(psi):
    # The well exists as long as the largest restoring slope is positive.
    return root(lambda h: slope(inflection(h, psi), h, psi), 0.3, 0.9999)


def critical_angle(psi):
    return np.arctan(np.cbrt(np.tan(psi)))


def switching_formula(psi):
    return (np.cos(psi)**(2/3) + np.sin(psi)**(2/3))**(-1.5)


def coefficients(psi):
    double_angle = 2*critical_angle(psi)
    c = 4/3*np.sqrt(2/3)*np.sin(double_angle)
    a = 4/9/np.tan(double_angle)**2 - 1/12
    return c, a


def local_exponent(eps, psi):
    h_sw = numerical_switching_field(psi)
    factor = 1.02
    upper = barrier(h_sw*(1 - eps*factor), psi)
    lower = barrier(h_sw*(1 - eps/factor), psi)
    return np.log(upper/lower)/(2*np.log(factor))


# Axial barrier from numerically located stationary points.
for h in (0.1, 0.5, 0.9, 0.99):
    assert abs(barrier(h, 0.0) - (1 - h)**2) < 1e-12

# Symmetry of the axial energy: no odd terms, quartic term -1/4 at h = 1.
t = sp.symbols("t")
axial_series = sp.series(sp.sin(t)**2 + 2*sp.cos(t), t, 0, 6).removeO()
assert [axial_series.coeff(t, n) for n in (1, 2, 3)] == [0, 0, 0]
assert axial_series.coeff(t, 4) == -sp.Rational(1, 4)

# Exactly transverse field: highest point between the two wells on a grid.
theta_grid = np.linspace(0, np.pi, 200001)
for h in (0.3, 0.8, 0.95):
    e_grid = energy(theta_grid, h, np.pi/2)
    left = np.argmin(e_grid[:100001])
    right = 100000 + np.argmin(e_grid[100000:])
    height = e_grid[left:right + 1].max() - e_grid[left]
    assert abs(height - (1 - h)**2) < 1e-8

# Switching field, critical angle, cubic coefficient, prefactor, correction.
table = []
for degrees in (1, 10, 45, 80):
    psi = np.radians(degrees)
    h_sw = numerical_switching_field(psi)
    theta_c = inflection(h_sw, psi)
    assert abs(h_sw - switching_formula(psi)) < 1e-11
    assert abs(theta_c - critical_angle(psi)) < 1e-9
    step = 1e-4
    third = (curvature(theta_c + step, h_sw, psi)
             - curvature(theta_c - step, h_sw, psi))/(2*step)
    assert abs(third + 3*np.sin(2*theta_c)) < 1e-6
    c, a = coefficients(psi)
    eps = 1e-3
    ratio = barrier(h_sw*(1 - eps), psi)/(c*eps**1.5)
    measured_a = (ratio - 1)/eps
    assert abs(measured_a - a) < 0.02
    exponent = local_exponent(1e-4, psi)
    assert abs(exponent - 1.5) < 2e-3
    table.append((degrees, h_sw, np.degrees(theta_c), c, a,
                  measured_a, exponent))

# Well-saddle separation near switching.
psi = np.radians(10)
h_sw = numerical_switching_field(psi)
well, saddle = stationary_points(h_sw*(1 - 1e-4), psi)
assert abs((saddle - well)/(2*np.sqrt(2e-4/3)) - 1) < 2e-3

# Crossover for a nearly aligned particle.
tiny_degrees = 0.001
tiny_psi = np.radians(tiny_degrees)
exponent_far = local_exponent(0.1, tiny_psi)
exponent_near = local_exponent(1e-5, tiny_psi)
assert abs(exponent_far - 2) < 0.05
assert abs(exponent_near - 1.5) < 0.01
small_angle_ratio = coefficients(tiny_psi)[1]*9*tiny_psi**(2/3)
assert abs(small_angle_ratio - 1) < 0.01

# Lowest pass on the whole sphere, found by connectivity below a threshold.
fraction = 0.8
h_example = fraction*h_sw
polar = np.linspace(0, np.pi, 721)[:, None]
azimuth = np.linspace(-np.pi, np.pi, 361)[None, :]
sphere = (np.sin(polar)**2 + 2*h_example*np.cos(psi)*np.cos(polar)
          - 2*h_example*np.sin(psi)*np.sin(polar)*np.cos(azimuth))
start = (np.argmin(sphere[:300, 180]), 180)
finish = np.unravel_index(np.argmin(sphere), sphere.shape)
low, high = sphere[start], sphere[start] + 1.0
for _ in range(24):
    threshold = (low + high)/2
    regions, _count = label(sphere <= threshold)
    if regions[start] == regions[finish] and regions[start] > 0:
        high = threshold
    else:
        low = threshold
sphere_barrier = high - sphere[start]
plane_barrier = barrier(h_example, psi)
assert abs(sphere_barrier - plane_barrier) < 1e-4

# Worked example with round model parameters.
K, Ms, V, T = 3e5, 1e6, 1e-24, 300.0
E0 = K*V
thermal = k_boltzmann*T
scale = E0/thermal
field_K = 2*K/Ms
c10, a10 = coefficients(psi)
print(f"K = {K:.1e} J/m^3, Ms = {Ms:.1e} A/m")
print(f"V = {V*1e27:.0f} nm^3, T = {T:.0f} K, psi = 10 degrees")
print(f"E0 = {E0:.3e} J")
print(f"kB T = {thermal:.4e} J")
print(f"E0/(kB T) = {scale:.2f} (dimensionless)")
print(f"mu0 H_K = {field_K:.4f} T")
print(f"mu0 H_sw at 10 degrees = {field_K*h_sw:.4f} T")
print("General angles (angles in degrees, other columns dimensionless):")
print("psi, H_sw/H_K, theta_c, C, a formula, a numerical, exponent")
print("(a numerical at eps = 0.001, exponent at eps = 0.0001)")
for row in table:
    print("{:d}, {:.4f}, {:.2f}, {:.4f}, {:.4f}, {:.4f}, {:.4f}".format(*row))
print("Barriers at psi = 10 degrees, in units of kB T:")
print("H/H_sw, numerical, 3/2 law, 3/2 law with correction")
for part in (0.5, 0.8, 0.9, 0.99):
    eps = 1 - part
    law = c10*eps**1.5
    numerical = barrier(part*h_sw, psi)
    print(f"{part:.2f}, {scale*numerical:.4f}, {scale*law:.4f}, "
          f"{scale*law*(1 + a10*eps):.4f}")
well, saddle = stationary_points(h_example, psi)
print("At H = 0.8 H_sw, psi = 10 degrees:")
print(f"mu0 H = {field_K*h_example:.4f} T")
print(f"H/H_K = {h_example:.4f} (dimensionless)")
print(f"well angle = {np.degrees(well):.2f} degrees")
print(f"saddle angle = {np.degrees(saddle):.2f} degrees")
print(f"barrier/E0 in plane = {plane_barrier:.5f} (dimensionless)")
print(f"barrier/E0 on sphere grid = {sphere_barrier:.5f} (dimensionless)")
print(f"barrier = {E0*plane_barrier:.3e} J")
print(f"mistaken E0(1-H/H_sw)^2 = {scale*(1-fraction)**2:.3f} kB T")
print(f"aligned particle, same field = {scale*barrier(h_example, 0.0):.3f} kB T")
print(f"Crossover at psi = {tiny_degrees} degrees (exponents dimensionless):")
print(f"local exponent at eps = 0.1: {exponent_far:.3f}")
print(f"local exponent at eps = 0.00001: {exponent_near:.3f}")
print(f"a/(psi^(-2/3)/9) = {small_angle_ratio:.4f} (dimensionless)")
print("success")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 152, in <module>
    assert abs(sphere_barrier - plane_barrier) < 1e-4
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The fault was in the program's whole-sphere search, not in the physics. It chose its starting cell as the lowest energy at polar angles below 75 degrees, but that range extends past the saddle, where the energy already falls below that of the metastable well, so the search started on the wrong side of the barrier. The start is now the first local minimum met when moving away from the initial easy direction. The tested quantity, its tolerance and all other tests are unchanged.

Repair:

```diff
@@ -138,5 +138,6 @@
 sphere = (np.sin(polar)**2 + 2*h_example*np.cos(psi)*np.cos(polar)
           - 2*h_example*np.sin(psi)*np.sin(polar)*np.cos(azimuth))
-start = (np.argmin(sphere[:300, 180]), 180)
+# Metastable well: first point along zero azimuth where the energy turns up.
+start = (np.argmax(np.diff(sphere[:, 180]) > 0), 180)
 finish = np.unravel_index(np.argmin(sphere), sphere.shape)
 low, high = sphere[start], sphere[start] + 1.0
```

Output now:

```
K = 3.0e+05 J/m^3, Ms = 1.0e+06 A/m
V = 1000 nm^3, T = 300 K, psi = 10 degrees
E0 = 3.000e-19 J
kB T = 4.1419e-21 J
E0/(kB T) = 72.43 (dimensionless)
mu0 H_K = 0.6000 T
mu0 H_sw at 10 degrees = 0.4043 T
General angles (angles in degrees, other columns dimensionless):
psi, H_sw/H_K, theta_c, C, a formula, a numerical, exponent
(a numerical at eps = 0.001, exponent at eps = 0.0001)
1, 0.9071, 14.54, 0.5292, 1.3532, 1.3522, 1.5001
10, 0.6738, 29.28, 0.9289, 0.0827, 0.0827, 1.5000
45, 0.5000, 45.00, 1.0887, -0.0833, -0.0833, 1.5000
80, 0.6738, 60.72, 0.9289, 0.0827, 0.0827, 1.5000
Barriers at psi = 10 degrees, in units of kB T:
H/H_sw, numerical, 3/2 law, 3/2 law with correction
0.50, 24.7505, 23.7862, 24.7702
0.80, 6.1168, 6.0175, 6.1171
0.90, 2.1451, 2.1275, 2.1451
0.99, 0.0673, 0.0673, 0.0673
At H = 0.8 H_sw, psi = 10 degrees:
mu0 H = 0.3234 T
H/H_K = 0.5390 (dimensionless)
well angle = 11.80 degrees
saddle angle = 53.04 degrees
barrier/E0 in plane = 0.08445 (dimensionless)
barrier/E0 on sphere grid = 0.08445 (dimensionless)
barrier = 2.534e-20 J
mistaken E0(1-H/H_sw)^2 = 2.897 kB T
aligned particle, same field = 15.390 kB T
Crossover at psi = 0.001 degrees (exponents dimensionless):
local exponent at eps = 0.1: 1.982
local exponent at eps = 0.00001: 1.502
a/(psi^(-2/3)/9) = 0.9982 (dimensionless)
success
```
